# Fermi integrals as polylogarithms, their reflection identities and the Sommerfeld series, part 1

(Sections cited here and not found follow in the second part.)

## First half: polylogarithms and reflection identities

### The decision in a calculation

Consider the task of computing the carrier density at a given chemical potential. For a degenerate carrier gas one must decide whether to integrate numerically or to use the Sommerfeld series in powers of temperature, and, in the second case, how many terms to keep. The answer depends on the order of the Fermi integral. For integer order the series stops after a few terms, and what it leaves out is known exactly and is exponentially small. For non-integer order, which includes the ordinary parabolic band in three dimensions, the series never stops. It diverges, and beyond a certain point every added term makes the density worse.

### Definition and the orders that occur

The carriers are taken as independent particles in equilibrium, with one chemical potential \(\mu\) and temperature \(T\). Energies are measured from the band edge, and \(\eta=\mu/k_BT\). For real \(j>-1\) the Fermi integral of order \(j\) is

\[
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .
\tag{1}
\]

The condition \(j>-1\) makes the integral converge at \(x=0\). The factor \(1/\Gamma(j+1)\) is a convention. Some definitions omit it, and the coefficients below then change, except for the orders 0 and 1, where the factor equals one.

The order is fixed by the density of states. In \(d\) dimensions the number of states between wave numbers \(q\) and \(q+dq\) is proportional to \(q^{d-1}dq\). Let \(x\) be the energy divided by \(k_BT\).

- For a parabolic band \(q\propto x^{1/2}\), so \(q^{d-1}dq\propto x^{(d-1)/2}x^{-1/2}dx=x^{d/2-1}dx\). The order is \(j=d/2-1\), that is \(-\tfrac12,\,0,\,\tfrac12\) for \(d=1,2,3\).
- For a massless cone, with energy \(vq\), \(q\propto x\) and the order is \(j=d-1\), an integer in every dimension.

Two densities are needed later, in Hartree atomic units (\(\hbar=1\)). For a parabolic band of mass \(m\) in three dimensions, with two spin states,

\[
n=2\int\frac{d^3q}{(2\pi)^3}f=\frac{1}{\pi^2}\int_0^\infty q^2f\,dq ,\qquad q=(2mk_BTx)^{1/2},
\]

where \(f=1/(1+e^{x-\eta})\) is the occupation. Since \(q^2dq=\tfrac12(2mk_BT)^{3/2}x^{1/2}dx\) and \(\Gamma(\tfrac32)=\sqrt\pi/2\),

\[
n=\frac{(2mk_BT)^{3/2}}{2\pi^2}\,\frac{\sqrt\pi}{2}\,F_{1/2}(\eta)
=2\left(\frac{mk_BT}{2\pi}\right)^{3/2}F_{1/2}(\eta).
\tag{2}
\]

For a two-dimensional cone of total degeneracy \(g\), the upper branch has energy \(vq\) and the lower branch \(-vq\). With \(x=vq/k_BT\) and \(\Gamma(2)=1\),

\[
n=\frac{g}{2\pi}\int_0^\infty q f\,dq=\frac{g}{2\pi}\left(\frac{k_BT}{v}\right)^2F_1(\eta).
\]

A hole is an empty state of the lower branch. The probability of finding the state at \(-vq\) empty is

\[
1-\frac{1}{1+e^{-x-\eta}}=\frac{e^{-x-\eta}}{1+e^{-x-\eta}}=\frac{1}{1+e^{x+\eta}} ,
\]

which is the electron occupation with \(\eta\) replaced by \(-\eta\). Hence

\[
p=\frac{g}{2\pi}\left(\frac{k_BT}{v}\right)^2F_1(-\eta).
\tag{3}
\]

So a relation between \(F_j(\eta)\) and \(F_j(-\eta)\) is a relation between electrons and holes.

### The Fermi integral is a polylogarithm

For \(|z|<1\) the polylogarithm of order \(s\) is \(\mathrm{Li}_s(z)=\sum_{n\ge1}z^n/n^s\). We need it at \(z=-e^\eta\), which lies outside the unit disc when \(\eta>0\), so the series must be continued. For \(s>0\) consider

\[
L_s(z)=\frac{1}{\Gamma(s)}\int_0^\infty x^{s-1}\frac{z}{e^x-z}\,dx .
\tag{4}
\]

Inside the unit disc \(|ze^{-x}|<1\), and the geometric series gives

\[
\frac{z}{e^x-z}=\frac{ze^{-x}}{1-ze^{-x}}=\sum_{n=1}^\infty z^ne^{-nx}.
\]

Since \(\int_0^\infty x^{s-1}e^{-nx}dx=\Gamma(s)/n^s\), and since \(\sum_n|z|^n/n^s\) converges, the sum and the integral may be exchanged. Thus \(L_s(z)=\mathrm{Li}_s(z)\) for \(|z|<1\).

The denominator in (4) vanishes only if \(z=e^x\) for some \(x\ge0\), that is, only for real \(z\ge1\). On any closed bounded region away from that half-line, the integrand is bounded by a constant times \(x^{s-1}e^{-x}\). The integral is therefore analytic in the plane cut along \([1,\infty)\), and it is the continuation of \(\mathrm{Li}_s\) to that plane.

Now set \(s=j+1\) and \(z=-e^\eta\). This \(z\) is negative for every real \(\eta\), so it never meets the cut. The fraction in (4) becomes

\[
\frac{-e^\eta}{e^x+e^\eta}=-\frac{1}{1+e^{x-\eta}},
\]

and comparison with (1) gives

\[
F_j(\eta)=-\mathrm{Li}_{j+1}(-e^\eta)\qquad\text{for all real }\eta,\ j>-1 .
\tag{5}
\]

There are two minus signs. The inner one turns the Bose-type denominator \(e^x-z\) into the Fermi denominator \(e^x+e^\eta\), and the outer one restores a positive integral. The order rises by one because the power in (4) is \(s-1\).

For \(\eta<0\) the series itself may be used:

\[
F_j(\eta)=\sum_{n=1}^\infty(-1)^{n+1}\frac{e^{n\eta}}{n^{j+1}} .
\tag{6}
\]

Its terms alternate and decrease in size, so the sum lies between its first two partial sums:

\[
e^\eta-\frac{e^{2\eta}}{2^{j+1}}<F_j(\eta)<e^\eta\qquad(\eta<0).
\tag{7}
\]

This is the dilute limit. When \(\eta\) is large and negative, every order gives \(e^\eta\), the Boltzmann result, and the first correction from the exclusion principle lowers the density.

### Splitting the integral at the chemical potential

For \(\eta>0\) the integrand of (1) changes character at \(x=\eta\). Below that point put \(x=\eta-t\) and above it \(x=\eta+t\), with \(t\ge0\) in both cases:

\[
\Gamma(j+1)F_j(\eta)=\int_0^\eta\frac{(\eta-t)^j}{1+e^{-t}}\,dt+\int_0^\infty\frac{(\eta+t)^j}{1+e^{t}}\,dt .
\]

In the first integral use

\[
\frac{1}{1+e^{-t}}=\frac{e^t}{e^t+1}=1-\frac{1}{e^t+1} .
\]

The constant 1 contributes \(\int_0^\eta(\eta-t)^jdt=\eta^{j+1}/(j+1)\). Therefore

\[
\Gamma(j+1)F_j(\eta)=\frac{\eta^{j+1}}{j+1}+\int_0^\infty\frac{(\eta+t)^j}{e^t+1}dt-\int_0^\eta\frac{(\eta-t)^j}{e^t+1}dt .
\tag{8}
\]

No approximation has been made. The first term counts the states filled at zero temperature for the same \(\mu\). The second counts the particles thermally excited above \(\mu\), and the third the vacancies left below \(\mu\). The upper limit \(\eta\) of the third term records that the band has a bottom.

### Integer order: the reflection identity

Let \(j\) be a non-negative integer. Then \((\eta-t)^j\) is a polynomial, which is defined and real also for \(t>\eta\). The last integral in (8) can be written as an integral over all positive \(t\) minus the part beyond \(\eta\). In that part put \(t=\eta+x\), so that \(\eta-t=-x\):

\[
\int_\eta^\infty\frac{(\eta-t)^j}{e^t+1}dt=(-1)^j\int_0^\infty\frac{x^j}{e^{x+\eta}+1}dx=(-1)^j\,j!\,F_j(-\eta).
\]

The last integral in (8) carries a minus sign, and this piece is subtracted from the full range, so it enters with a plus sign:

\[
j!\,F_j(\eta)=\frac{\eta^{j+1}}{j+1}+\int_0^\infty\frac{(\eta+t)^j-(\eta-t)^j}{e^t+1}dt+(-1)^jj!\,F_j(-\eta).
\tag{9}
\]

By the binomial theorem,

\[
(\eta+t)^j-(\eta-t)^j=\sum_{m=0}^j\binom jm\eta^{j-m}t^m\left[1-(-1)^m\right]
=2\sum_{m\ \mathrm{odd}\,\le j}\binom jm\eta^{j-m}t^m .
\]

Even powers cancel because an excitation at distance \(t\) above \(\mu\) and a vacancy at the same distance below have the same probability.

For the remaining integrals define

\[
D(s)=\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^s}\quad(s>0),\qquad D(0)=\tfrac12 .
\]

The value at zero is used here as a notation that brings the leading term into the same form as the others. For \(m\ge1\), expanding \(1/(e^t+1)=\sum_{n\ge1}(-1)^{n+1}e^{-nt}\) for \(t>0\) and integrating term by term gives

\[
\int_0^\infty\frac{t^m}{e^t+1}dt=\sum_{n=1}^\infty(-1)^{n+1}\frac{m!}{n^{m+1}}=m!\,D(m+1).
\tag{10}
\]

The exchange is allowed because \(\sum_n m!/n^{m+1}\) converges.

Insert (10) in (9) and divide by \(j!\). The coefficient of \(\eta^{j-m}\) is

\[
\frac{2}{j!}\,\frac{j!}{m!\,(j-m)!}\,m!\,D(m+1)=\frac{2D(m+1)}{(j-m)!}.
\]

Write the odd number \(m\) as \(2k-1\). Then \(m+1=2k\) and \(j-m=j+1-2k\). The zero-temperature term is \(\eta^{j+1}/(j+1)!=2D(0)\eta^{j+1}/(j+1)!\), which is the term \(k=0\). The result is

\[
F_j(\eta)-(-1)^jF_j(-\eta)=\sum_{k=0}^{\lfloor(j+1)/2\rfloor}\frac{2D(2k)}{(j+1-2k)!}\,\eta^{j+1-2k} .
\tag{11}
\]

The proof assumed \(\eta>0\). Replacing \(\eta\) by \(-\eta\) multiplies the left side by \(-(-1)^j=(-1)^{j+1}\). Every power on the right has the parity of \(j+1\), so the right side is multiplied by the same factor. The identity therefore holds for \(\eta<0\), and by continuity at \(\eta=0\).

### The constants and the first identities

The constants \(D(2)\) and \(D(4)\) follow from Fourier series on \([-\pi,\pi]\). The periodic continuations of \(y^2\) and \(y^4\) are continuous and piecewise smooth, so their cosine series converge to them. Integration by parts gives

\[
\frac2\pi\int_0^\pi y^2\cos ny\,dy=\frac{4(-1)^n}{n^2},\qquad
\frac2\pi\int_0^\pi y^4\cos ny\,dy=(-1)^n\left(\frac{8\pi^2}{n^2}-\frac{48}{n^4}\right).
\]

The mean values are \(\pi^2/3\) and \(\pi^4/5\). At \(y=0\) all cosines equal one, and \(\sum_n(-1)^n/n^s=-D(s)\), so

\[
0=\frac{\pi^2}{3}-4D(2),\qquad 0=\frac{\pi^4}{5}-8\pi^2D(2)+48D(4).
\]

Hence \(D(2)=\pi^2/12\). Then \(48D(4)=\tfrac23\pi^4-\tfrac15\pi^4=\tfrac{7}{15}\pi^4\), so \(D(4)=7\pi^4/720\). Equation (11) now reads, for the first four orders,

\[
\begin{aligned}
F_0(\eta)-F_0(-\eta)&=\eta,\\
F_1(\eta)+F_1(-\eta)&=\frac{\eta^2}{2}+\frac{\pi^2}{6},\\
F_2(\eta)-F_2(-\eta)&=\frac{\eta^3}{6}+\frac{\pi^2\eta}{6},\\
F_3(\eta)+F_3(-\eta)&=\frac{\eta^4}{24}+\frac{\pi^2\eta^2}{12}+\frac{7\pi^4}{360}.
\end{aligned}
\tag{12}
\]

Odd orders give sums and even orders give differences.

The second line can be checked by a separate route. Direct integration gives \(F_0(\eta)=\ln(1+e^\eta)\), so

\[
F_0(\eta)-F_0(-\eta)=\ln\frac{1+e^\eta}{1+e^{-\eta}}=\ln e^\eta=\eta .
\]

Because \(\partial f/\partial\eta=-\partial f/\partial x\), integration by parts gives \(F_1'(\eta)=-\int_0^\infty x\,(\partial f/\partial x)\,dx=\int_0^\infty f\,dx=F_0(\eta)\). The derivative of \(F_1(\eta)+F_1(-\eta)\) is then \(F_0(\eta)-F_0(-\eta)=\eta\). Its integral is \(\eta^2/2\) plus the value at \(\eta=0\), which is \(2F_1(0)=2D(2)=\pi^2/6\) by (10). The constant \(\pi^2/6\) is thus the thermal population of the two branches when \(\mu\) lies at their crossing.

### What the identities say about carriers

For the two-dimensional cone, adding \(n\) and \(p\) gives

\[
n+p=\frac{g}{2\pi}\left(\frac{k_BT}{v}\right)^2\left(\frac{\eta^2}{2}+\frac{\pi^2}{6}\right)
=\frac{g}{4\pi v^2}\left[\mu^2+\frac{\pi^2}{3}(k_BT)^2\right].
\tag{13}
\]

Within this model the formula holds at every temperature, degenerate or not. It gives the total number of mobile carriers. The net charge needs \(n-p\), which contains \(F_1(\eta)-F_1(-\eta)\), and (11) does not supply that combination.

In a three-dimensional cone the roles are exchanged. There \(n=(g/2\pi^2)(k_BT/v)^3\,\Gamma(3)F_2(\eta)\) with \(\Gamma(3)=2\), the hole density has \(-\eta\) in place of \(\eta\), and the third line of (12) gives

\[
n-p=\frac{g}{6\pi^2v^3}\left[\mu^3+\pi^2(k_BT)^2\mu\right].
\]

Now the net charge is a polynomial and the total is not.

These carrier formulas need two branches with the same velocity and degeneracy that touch at one energy, a linear dispersion over the whole thermally occupied range, and one chemical potential for both branches. With a gap, or with separate chemical potentials under illumination or bias, the hole density is no longer obtained by \(\eta\to-\eta\), with \(\eta\) measured from the edge of the upper band. Identity (11) remains true as mathematics, but it no longer connects \(n\) with \(p\).

## Second half: when the Sommerfeld series terminates

### Symbols and results carried over

\(F_j(\eta)\) is the Fermi integral (1), normalized by \(1/\Gamma(j+1)\), with \(j>-1\) and \(\eta=\mu/k_BT\). \(D(s)\) is the alternating sum \(1-2^{-s}+3^{-s}-\dots\), with \(D(0)=\tfrac12\), \(D(2)=\pi^2/12\) and \(D(4)=7\pi^4/720\). Three results are used: the exact splitting (8), the moments (10), and the reflection identity (11), which for integer \(j\) expresses \(F_j(\eta)-(-1)^jF_j(-\eta)\) as a polynomial. The bounds (7) state that \(F_j(-\eta)\) is less than \(e^{-\eta}\) for \(\eta>0\), and that its ratio to \(e^{-\eta}\) tends to one as \(\eta\) grows.

### The series for any order

For fixed \(j>-1\) and any fixed \(K\ge0\), as \(\eta\to+\infty\),

\[
F_j(\eta)=\sum_{k=0}^{K}T_k+O(\eta^{\,j-1-2K}),\qquad
T_k=\frac{2D(2k)}{\Gamma(j+2-2k)}\,\eta^{j+1-2k}.
\tag{14}
\]

Here \(1/\Gamma\) is taken as zero at \(0,-1,-2,\dots\), where \(\Gamma\) has poles. The proof starts from (8) and cuts the \(t\)-integrals at \(t=\eta/2\).

**Above the cut.** Use \(1/(e^t+1)<e^{-t}\). The vacancy integral obeys

\[
\int_{\eta/2}^{\eta}\frac{(\eta-t)^j}{e^t+1}dt<e^{-\eta/2}\int_0^{\eta/2}s^j\,ds=\frac{e^{-\eta/2}}{j+1}\left(\frac\eta2\right)^{j+1}.
\]

In the excitation integral \(t\ge\eta/2\), so \(\eta+t\le3t\). If \(j\ge0\), then \((\eta+t)^j\le(3t)^j\). Writing \(e^{-t}=e^{-t/2}e^{-t/2}\le e^{-\eta/4}e^{-t/2}\) bounds the integral by \(e^{-\eta/4}\) times a constant. If \(-1<j<0\), then \((\eta+t)^j\le\eta^j\), and the integral is below \(\eta^je^{-\eta/2}\). Both parts are smaller than any inverse power of \(\eta\).

For integer order, the reflection identity (11) is exact, and in the proof of the series (14) the integrals above \(t=\eta/2\) have been shown to be smaller than any inverse power of \(\eta\). It remains to treat the range below the cut, which gives the coefficients, and then to determine when the series terminates, how it diverges otherwise, and how to choose a method.
